# The STO-3G Hartree-Fock calculation for H2, step by step: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# Result under test: closed-shell Hartree-Fock for H2 in the STO-3G basis at
# R = 1.4 bohr has S = 0.6593, orbital energies -0.578 and 0.670 hartree and
# total energy -1.117 hartree, with orbitals g,u = (phi1 +- phi2)/norm.
# S: overlap; h: one-electron Hamiltonian; F: Fock matrix; P: density matrix;
# (ij|kl): repulsion of charge densities phi_i phi_j and phi_k phi_l.
# Hartree atomic units throughout, unless eV is printed.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import erf, j0
from pyscf import gto

R = 1.4
centres = np.array([-R / 2, R / 2])
shell = gto.basis.load("sto-3g", "H")[0]
alpha = np.array([row[0] for row in shell[1:]])
coef = np.array([row[1] for row in shell[1:]])
d = coef * (2 * alpha / np.pi) ** 0.75
raw_norm = np.sum(np.outer(d, d) * (np.pi / np.add.outer(alpha, alpha)) ** 1.5)
d = d / np.sqrt(raw_norm)


def boys(x):
    return 1.0 if x < 1e-13 else 0.5 * np.sqrt(np.pi / x) * erf(np.sqrt(x))


# Closed formulas for the contracted integrals
S = np.zeros((2, 2))
T = np.zeros((2, 2))
V = np.zeros((2, 2, 2))  # first index: attracting proton
overlap_terms = np.zeros((3, 3))
pairs = {}
for i, j in itertools.product(range(2), repeat=2):
    pairs[i, j] = []
    for m, n in itertools.product(range(3), repeat=2):
        a, b = alpha[m], alpha[n]
        p = a + b
        mu = a * b / p
        dist2 = (centres[i] - centres[j]) ** 2
        P_centre = (a * centres[i] + b * centres[j]) / p
        pref = d[m] * d[n] * np.exp(-mu * dist2)
        s = pref * (np.pi / p) ** 1.5
        S[i, j] += s
        T[i, j] += mu * (3 - 2 * mu * dist2) * s
        for c in range(2):
            V[c, i, j] -= pref * 2 * np.pi / p * boys(p * (P_centre - centres[c]) ** 2)
        pairs[i, j].append((p, P_centre, pref))
        if (i, j) == (0, 1):
            overlap_terms[m, n] = s
h = T + V.sum(axis=0)
eri = np.zeros((2, 2, 2, 2))
for i, j, k, l in itertools.product(range(2), repeat=4):
    for p, Pc, f1 in pairs[i, j]:
        for q, Qc, f2 in pairs[k, l]:
            eri[i, j, k, l] += (f1 * f2 * 2 * np.pi ** 2.5 / (p * q * np.sqrt(p + q))
                                * boys(p * q / (p + q) * (Pc - Qc) ** 2))

# Real-space quadrature in spheroidal coordinates, from the definitions
x, wx = np.polynomial.legendre.leggauss(120)
y, wy = np.polynomial.legendre.leggauss(80)
xi, eta = np.meshgrid(1 + 6.5 * (x + 1), y, indexing="ij")
weight = (2 * np.pi * (R / 2) ** 3 * (xi ** 2 - eta ** 2)
          * np.outer(6.5 * wx, wy)).ravel()
dist = np.array([(R / 2 * (xi + eta)).ravel(), (R / 2 * (xi - eta)).ravel()])
z = (R / 2 * xi * eta).ravel()
rho = (R / 2 * np.sqrt((xi ** 2 - 1) * (1 - eta ** 2))).ravel()
phi = np.array([sum(c * np.exp(-a * r ** 2) for c, a in zip(d, alpha)) for r in dist])
lap = np.array([sum(c * (4 * a * a * r ** 2 - 6 * a) * np.exp(-a * r ** 2)
                    for c, a in zip(d, alpha)) for r in dist])
assert np.allclose((phi * weight) @ phi.T, S, atol=1e-8, rtol=0)
assert np.allclose(-0.5 * (phi * weight) @ lap.T, T, atol=1e-8, rtol=0)
for c in range(2):
    assert np.allclose(-(phi * weight / dist[c]) @ phi.T, V[c], atol=1e-8, rtol=0)

# Repulsion from numerical Fourier transforms of the charge densities
densities = np.array([phi[0] ** 2, phi[1] ** 2, phi[0] * phi[1]]) * weight
kx, kw = np.polynomial.legendre.leggauss(60)
cx, cw = np.polynomial.legendre.leggauss(20)
cosines = (cx + 1) / 2
sines = np.sqrt(1 - cosines ** 2)
coulomb = np.zeros((3, 3))
for k, w in zip(8 * (kx + 1), 8 * kw):
    kernel = np.exp(-1j * k * np.outer(cosines, z)) * j0(k * np.outer(sines, rho))
    ft = kernel @ densities.T
    coulomb += 2 / np.pi * w * np.real((ft.conj() * (cw / 2)[:, None]).T @ ft)
density_index = {(0, 0): 0, (1, 1): 1, (0, 1): 2, (1, 0): 2}
for i, j, k, l in itertools.product(range(2), repeat=4):
    numeric = coulomb[density_index[i, j], density_index[k, l]]
    assert abs(numeric - eri[i, j, k, l]) < 1e-6

# Integrals from the independent library
mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
            unit="Bohr", basis="sto-3g", verbose=0)
S_lib = mol.intor("int1e_ovlp")
h_lib = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_lib = mol.intor("int2e", aosym="s1").reshape(2, 2, 2, 2)
assert np.allclose(S, S_lib, atol=1e-8, rtol=0)
assert np.allclose(h, h_lib, atol=1e-8, rtol=0)
assert np.allclose(eri, eri_lib, atol=1e-8, rtol=0)

# Symmetry solution by the short formulas
s12 = S[0, 1]
A, B, C, D = eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[0, 1, 0, 1], eri[0, 0, 0, 1]
density = 1 / (1 + s12)
F11 = h[0, 0] + density * (A / 2 + D + B - C / 2)
F12 = h[0, 1] + density * (D + 1.5 * C - B / 2)
eps_g = (F11 + F12) / (1 + s12)
eps_u = (F11 - F12) / (1 - s12)
E_el = density * (h[0, 0] + h[0, 1] + F11 + F12)
E_tot = E_el + 1 / R


def fock(P):
    return (h_lib + np.einsum("ijkl,kl->ij", eri_lib, P)
            - 0.5 * np.einsum("ikjl,kl->ij", eri_lib, P))


# A symmetric density, even an arbitrary one, must give a symmetric Fock matrix
F_trial = fock(np.array([[0.3, 0.9], [0.9, 0.3]]))
assert abs(F_trial[0, 0] - F_trial[1, 1]) < 1e-10

# General iteration, starting with both electrons on the first atom
P = np.array([[2.0, 0.0], [0.0, 0.0]])
E_start = 0.5 * np.sum(P * (h_lib + fock(P))) + 1 / R
for cycles in range(1, 201):
    eps, orbitals = eigh(fock(P), S_lib)
    P_new = 2 * np.outer(orbitals[:, 0], orbitals[:, 0])
    change = np.max(np.abs(P_new - P))
    P = P_new
    if change < 1e-10:
        break
assert change < 1e-10
F_scf = fock(P)
E_scf = 0.5 * np.sum(P * (h_lib + F_scf)) + 1 / R
assert np.allclose(P, density, atol=1e-7, rtol=0)
assert np.allclose(F_scf, [[F11, F12], [F12, F11]], atol=1e-7, rtol=0)
assert np.allclose(eps, [eps_g, eps_u], atol=1e-7, rtol=0)
assert abs(E_scf - E_tot) < 1e-7

# Energy of every closed-shell orbital in the two-function space
g = np.ones(2) / np.sqrt(2 * (1 + s12))
u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s12))
h_g = (h[0, 0] + h[0, 1]) / (1 + s12)
h_u = (h[0, 0] - h[0, 1]) / (1 - s12)
J_gg = (A + B + 4 * D + 2 * C) / (2 * (1 + s12) ** 2)
J_uu = (A + B - 4 * D + 2 * C) / (2 * (1 - s12) ** 2)
J_gu = (A + B - 2 * C) / (2 * (1 - s12 ** 2))
K_gu = (A - B) / (2 * (1 - s12 ** 2))
assert abs(2 * eps_g - J_gg - E_el) < 1e-10
assert abs(h_u + 2 * J_gu - K_gu - eps[1]) < 1e-7
slope = 2 * (h_u - h_g - J_gg + J_gu)
curvature = J_gg + J_uu - 2 * J_gu
assert K_gu > 0 and slope > 0 and curvature > 0
for mix in np.linspace(0, 1, 21):
    for phase in np.linspace(0, np.pi, 9):
        orb = np.sqrt(1 - mix) * g + np.exp(1j * phase) * np.sqrt(mix) * u
        direct = 2 * np.real(orb.conj() @ h_lib @ orb) + np.real(
            np.einsum("i,j,k,l,ijkl->", orb.conj(), orb, orb.conj(), orb, eri_lib))
        formula = (2 * (h_g + mix * (h_u - h_g)) + (1 - mix) ** 2 * J_gg
                   + mix ** 2 * J_uu + 2 * mix * (1 - mix)
                   * (J_gu + 2 * K_gu * np.cos(phase) ** 2))
        assert abs(direct - formula) < 1e-7
        assert direct >= E_el - 1e-7

# The values claimed in the statement, to their quoted digits
assert abs(s12 - 0.6593) < 5.1e-5
assert abs(eps_g + 0.578) < 5.1e-4 and abs(eps_u - 0.670) < 5.1e-4
assert abs(E_tot + 1.117) < 5.1e-4

eV = physical_constants["Hartree energy in eV"][0]
print(f"bond length R = {R:.1f} bohr")
for m in range(3):
    print(f"Gaussian {m+1}: exponent {alpha[m]:.6f} bohr^-2, "
          f"c {coef[m]:.6f}, d {d[m]:.6f} bohr^-3/2")
print(f"self-overlap before final normalization = {raw_norm:.8f}")
for m in range(3):
    print(f"S12 terms, row {m+1}: " + " ".join(f"{v:.6f}" for v in overlap_terms[m]))
print(f"overlap S12 = {s12:.6f}")
for label, value in [
    ("T11", T[0, 0]), ("T12", T[0, 1]),
    ("V11, own proton", V[0, 0, 0]), ("V11, other proton", V[1, 0, 0]),
    ("V12, each proton", V[0, 0, 1]), ("h11", h[0, 0]), ("h12", h[0, 1]),
    ("A = (11|11)", A), ("B = (11|22)", B), ("C = (12|12)", C),
    ("D = (11|12)", D), ("F11", F11), ("F12", F12),
    ("orbital energy g", eps_g), ("orbital energy u", eps_u),
    ("electronic energy", E_el), ("nuclear repulsion", 1 / R),
    ("total energy", E_tot), ("twice orbital energy g", 2 * eps_g),
    ("h_g", h_g), ("h_u", h_u), ("J_gg", J_gg), ("J_uu", J_uu),
    ("J_gu", J_gu), ("K_gu", K_gu),
    ("initial slope of lower bound", slope),
    ("quadratic coefficient of lower bound", curvature),
    ("total energy, one-atom start", E_start),
    ("total energy, converged iteration", E_scf),
]:
    print(f"{label} = {value:.6f} hartree")
print(f"density-matrix element P = {density:.6f}")
print(f"coefficient in g = {g[0]:.6f}")
print(f"coefficients in u = {u[0]:.6f}, {u[1]:.6f}")
print(f"iteration cycles to density change below 1e-10 = {cycles}")
print(f"orbital energies = {eps_g*eV:.3f}, {eps_u*eV:.3f} eV")
print(f"total energy = {E_tot*eV:.3f} eV")
print("all assertions hold")
```

It prints:

```
bond length R = 1.4 bohr
Gaussian 1: exponent 3.425251 bohr^-2, c 0.154329, d 0.276934 bohr^-3/2
Gaussian 2: exponent 0.623914 bohr^-2, c 0.535328, d 0.267839 bohr^-3/2
Gaussian 3: exponent 0.168855 bohr^-2, c 0.444635, d 0.083474 bohr^-3/2
self-overlap before final normalization = 0.99999999
S12 terms, row 1: 0.000830 0.018017 0.013781
S12 terms, row 2: 0.018017 0.155488 0.135928
S12 terms, row 3: 0.013781 0.135928 0.167548
overlap S12 = 0.659318
T11 = 0.760032 hartree
T12 = 0.236455 hartree
V11, own proton = -1.226614 hartree
V11, other proton = -0.653827 hartree
V12, each proton = -0.597417 hartree
h11 = -1.120409 hartree
h12 = -0.958380 hartree
A = (11|11) = 0.774606 hartree
B = (11|22) = 0.569676 hartree
C = (12|12) = 0.297029 hartree
D = (11|12) = 0.444108 hartree
F11 = -0.365537 hartree
F12 = -0.593885 hartree
orbital energy g = -0.578203 hartree
orbital energy u = 0.670268 hartree
electronic energy = -1.831000 hartree
nuclear repulsion = 0.714286 hartree
total energy = -1.116714 hartree
twice orbital energy g = -1.156406 hartree
h_g = -1.252797 hartree
h_u = -0.475602 hartree
J_gg = 0.674594 hartree
J_uu = 0.697495 hartree
J_gu = 0.663564 hartree
K_gu = 0.181258 hartree
initial slope of lower bound = 1.532329 hartree
quadratic coefficient of lower bound = 0.044961 hartree
total energy, one-atom start = -0.751926 hartree
total energy, converged iteration = -1.116714 hartree
density-matrix element P = 0.602657
coefficient in g = 0.548934
coefficients in u = 1.211464, -1.211464
iteration cycles to density change below 1e-10 = 11
orbital energies = -15.734, 18.239 eV
total energy = -30.387 eV
all assertions hold
```
